# Crack-spacing interval in a brittle scale on a stretched substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: force balance and elastic stress recovery

Take a brittle oxide scale of thickness $h$ on a metal that is being stretched, and look at one piece of the scale between two neighbouring cracks, a distance $L$ apart. The crack faces carry no traction, so any tension inside the piece must have entered through the interface. Suppose that the metal has already stretched so far that it slides outward under the scale on both sides of the centre, and that the sliding interface transmits a fixed shear stress $\tau_y$. Let $x$ be measured along the stretching direction from the centre of the piece, and let $\sigma(x)$ be the tensile stress in the scale, averaged over its thickness and counted positive in tension. All forces below are per unit width.

Cut the piece at $x>0$ and consider the part between the cut and the right-hand end. The metal pulls this part to the right with the force $\tau_y(L/2-x)$. The rest of the scale pulls it to the left with the force $h\sigma(x)$. The two balance, and the same argument holds on the left, so

$$
\sigma(x)=\frac{\tau_y}{h}\left(\frac L2-|x|\right).
$$

The stress profile is a triangle with its peak at the centre,

$$
\sigma(0)=\frac{\tau_yL}{2h}.
$$

Let the scale crack through its whole thickness wherever $\sigma$ reaches a single strength $\sigma_f$, the same at every point. The piece can crack if its peak reaches $\sigma_f$, that is, if $L$ is at least $2\delta$, where

$$
\delta=\frac{h\sigma_f}{\tau_y}.
$$

The length $\delta$ is the distance from a free end over which the interface must pull to build up the strength. A piece slightly longer than $2\delta$ breaks near its middle into two pieces slightly longer than $\delta$. Neither can break again, because its peak stress is then only slightly more than $\sigma_f/2$. A much longer piece may break at any place where the stress has reached $\sigma_f$, but every such place lies at least $\delta$ from both ends. When cracking has ended, the spacings therefore satisfy

$$
\delta\le L\le2\delta .
$$

The factor of two has a plain origin: a fragment needs two build-up lengths, one from each end, in order to crack, whereas a new crack needs one build-up length between itself and each old crack.

The lower bound does not require the shear to equal $\tau_y$ everywhere. It is enough that its magnitude never exceeds $\tau_y$. Let $\tau(x)$ be the shear traction that the metal exerts on the scale, positive when it pulls toward $+x$. At a distance $d$ from the right-hand end, force balance gives

$$
h\sigma=\int_{L/2-d}^{L/2}\tau\,dx\le\tau_y d .
$$

A crack requires $\sigma=\sigma_f$ or more, hence $d\ge h\sigma_f/\tau_y=\delta$. The same inequality holds from the left-hand end, so both daughters of any crack are at least $\delta$ long. If every fragment present at the start is at least $\delta$ long, no later fragment can be shorter. Adding the two inequalities for a single point also shows that a fragment with $L<2\delta$ cannot crack at all. These statements hold for any distribution of shear below the limit and for any loading history slow enough for the inertia of the scale to be neglected. What remains open is whether every fragment longer than $2\delta$ does crack, and how much strain that takes. This depends on how the stress recovers before the interface slips.

To describe the recovery, let the substrate receive a uniform tensile strain $\varepsilon$ that the scale is too thin to alter. The scale is linearly elastic with modulus $E$, and before cracking it carries a uniform residual stress $\sigma_r$, negative if compressive. Let $u(x)$ be the displacement of the scale from its bonded, uncracked state at $\varepsilon=0$. The strain added to the scale is $u'$, where a prime means $d/dx$, so

$$
\sigma=\sigma_r+Eu'.
$$

An uncracked scale follows the substrate, $u'=\varepsilon$, and carries the stress

$$
S=\sigma_r+E\varepsilon .
$$

This is the largest stress that the scale can reach far from any end. The first crack forms when $S=\sigma_f$, at the strain $(\sigma_f-\sigma_r)/E$. Residual compression delays it.

Near a crack the scale lags behind the substrate. With the substrate displacement $\varepsilon x$, the lag is $w=\varepsilon x-u$. Its gradient is $w'=\varepsilon-u'$. Inserting $u'=(\sigma-\sigma_r)/E$ gives

$$
w'=\varepsilon-\frac{\sigma-\sigma_r}{E}=\frac{S-\sigma}{E}.
$$

The lag grows wherever the scale carries less than its uncracked stress. The second relation is force balance on a short element between $x$ and $x+dx$. The neighbouring scale exerts the net force $h[\sigma(x+dx)-\sigma(x)]$ and the interface exerts $\tau\,dx$. Their sum is zero, so

$$
h\sigma'=-\tau .
$$

For $x>0$ the substrate moves outward ahead of the scale, $w$ and $\tau$ are positive, and the tension falls toward the free end, as it should.

The simplest law for the interface is elastic, $\tau=kw$, where $k$ is a shear stress per unit lag. Differentiating the force balance and inserting the relation for $w'$ gives

$$
\sigma''=-\frac{k}{h}w'=-\frac{k}{Eh}(S-\sigma).
$$

With the recovery length

$$
\ell=\sqrt{\frac{Eh}{k}},
$$

this reads $(S-\sigma)''=(S-\sigma)/\ell^2$, since $S$ does not depend on $x$. The fragment is symmetric about its centre, so the solution must be even in $x$, which leaves $S-\sigma=C\cosh(x/\ell)$. The free ends require $\sigma(\pm L/2)=0$, hence $C=S/\cosh(L/2\ell)$ and

$$
\sigma(x)=S\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].
$$

To see what $\ell$ means, set $x=L/2-d$ and let $L$ become much larger than both $d$ and $\ell$. Each hyperbolic cosine is then dominated by its growing exponential, their ratio tends to $e^{-d/\ell}$, and the stress becomes $S(1-e^{-d/\ell})$. A long fragment has a flat central plateau at nearly $S$ and two end zones of width about $\ell$. In a fragment much shorter than $\ell$ the stress stays far below $S$ everywhere.

For $S>0$ the maximum lies at the centre, because $\cosh(x/\ell)$ is smallest there:

$$
\sigma(0)=S\left[1-\frac1{\cosh(L/2\ell)}\right].
$$

This peak increases with $L$. It reaches the strength at a critical length $L_c$. Setting $\sigma(0)=\sigma_f$ and writing $D=S-\sigma_f$ for the excess of the uncracked stress over the strength gives

$$
\frac1{\cosh(L_c/2\ell)}=1-\frac{\sigma_f}{S}=\frac DS ,
$$

and therefore

$$
L_c=2\ell\,\operatorname{arcosh}\frac SD .
$$

Fragments longer than $L_c$ crack and shorter ones survive. The argument can be written as $S/D=1+\sigma_f/D$, which falls steadily as the strain rises, so $L_c$ falls too. Just above the first-crack strain $D$ is small and $L_c$ is very large. At the other extreme, $\sigma_f/D$ is small. For a small number $z$, $\cosh y=1+z$ gives $y^2/2\approx z$, so $\operatorname{arcosh}(1+z)\approx\sqrt{2z}$ and

$$
L_c\approx2\ell\sqrt{\frac{2\sigma_f}{D}}\qquad(D\gg\sigma_f).
$$

This tends to zero as the strain grows. An interface that stays elastic therefore gives no final crack spacing: in this model the scale goes on dividing for as long as the substrate goes on stretching. A limit on the interface shear, as in the opening case, does give a final spacing.

At a given strain the elastic model still confines the spacing to an interval, but the interval depends on how the strain was applied. Consider slow loading first. As the strain rises gradually, $L_c$ comes down to the length of a given fragment, the stress at its centre just touches $\sigma_f$, and the fragment is cut in half. Now take any fragment of length $L$ that was produced in this way and still survives at the present strain. Because it survives, $L\le L_c$. Its parent had length $2L$ and cracked when the critical length was $2L$, at a strain no greater than the present one. Since $L_c$ decreases with strain, $2L\ge L_c$. Together,

$$
\frac{L_c}{2}\le L\le L_c .
$$

Fragments that were there from the start and have never been cut need separate attention. One of length $L_0$ obeys the upper bound if it survives, but it obeys the lower bound only if $L_0\ge L_c/2$. The interval therefore covers the whole scale once $L_c$ has fallen to twice the length of the shortest initial fragment. Before that, a short piece left by handling or by an earlier load can lie below it.

If the strain jumps instead of rising slowly, and inertia is still neglected, a long fragment finds itself stressed above $\sigma_f$ over a wide central region. The model does not then say where the crack will form, and any point of the region is allowed. To find how close to an end this can be, set $x=L/2-d$ in the elastic profile and use the addition theorem for the hyperbolic cosine:

$$
\frac{\cosh[(L/2-d)/\ell]}{\cosh(L/2\ell)}
=\cosh\frac d\ell-\tanh\frac{L}{2\ell}\,\sinh\frac d\ell .
$$

Because the hyperbolic tangent is less than one, the right-hand side is greater than $\cosh(d/\ell)-\sinh(d/\ell)=e^{-d/\ell}$. Hence $\sigma<S(1-e^{-d/\ell})$ in every finite fragment. A crack needs $\sigma\ge\sigma_f$, which requires $e^{-d/\ell}<1-\sigma_f/S=D/S$, or

$$
d>\ell\ln\frac SD .
$$

If the strain arrived in several jumps, the earlier cracks formed at smaller $S$, where $S/D$ and this distance were larger, so the bound at the present strain covers them as well. The interval for arbitrary increasing loading is thus

$$
\ell\ln\frac SD<L\le2\ell\,\operatorname{arcosh}\frac SD ,
$$

with the same reservation about short initial fragments. Its lower end is approached when long fragments crack near the edge of the overstressed region.

This lower end lies below $L_c/2$. With $y=S/D$, the identity $\operatorname{arcosh}y=\ln(y+\sqrt{y^2-1})$ shows that $\operatorname{arcosh}y>\ln y$ for $y>1$. The ratio of the two ends of the interval is

$$
\frac{2\operatorname{arcosh}y}{\ln y}>2 .
$$

For a small overshoot $y$ is large, $\operatorname{arcosh}y\approx\ln2y$, and the ratio tends slowly to two. For a large overshoot write $y=1+z$ with $z=\sigma_f/D$ small. The numerator is then about $2\sqrt{2z}$ and the denominator about $z$, so the ratio grows as $\sqrt{8/z}$. The rule that spacings differ by at most a factor of two thus belongs to slow loading when the interface is elastic.

A numerical case shows the difference. Let a long scale with an elastic interface be loaded at once to $S/\sigma_f=1.05$. Then $D/\sigma_f=0.05$ and $y=1.05/0.05=21$. The lower bound is $\ell\ln21=3.045\,\ell$, half the critical length is $3.737\,\ell$, and the critical length is $7.474\,\ell$. The ends of the interval differ by a factor of $2.45$. The same situation was computed with the scale replaced by a chain of breakable springs, in which any spring at or above the strength could break, chosen at random, until none was left at that level. The stresses came from force balance on the chain and not from the profile above. The shortest fragment was $3.20\,\ell$ and the longest $7.45\,\ell$. Both lie inside the wide interval, and the shortest lies well below $L_c/2$.

If the interface shear never exceeds $\tau_y$, no crack can form closer than $\delta$ to a free end and no fragment shorter than $2\delta$ can crack, whereas an interface that stays elastic gives no final spacing at all. It remains to find whether every fragment longer than $2\delta$ does crack, and how much strain that takes, when the interface is elastic at first and then slips.
